# Strain and conduction-edge shift of a misfitting spherical quantum dot

## Problem

A spherical InAs dot of radius $R$ is embedded in GaAs. The free dot lattice is larger than the matrix lattice by a fraction $\varepsilon_0>0$, and the interface is coherent: no bonds are broken and no dislocations relieve the misfit. Find the strain in both materials and the resulting shift of the conduction-band edge at $\Gamma$.

Treat both materials as linear, isotropic elastic media, with bulk moduli $K_d$ (dot) and $K_m$ (matrix) and shear moduli $\mu_d$ and $\mu_m$. The matrix is first taken as infinite. Use the following inputs, which are rounded, rough sizes for this pair of materials and not precise data:

- $\varepsilon_0=0.07$ and $R=5$ nm;
- $K_d=60$ GPa, $K_m=75$ GPa, $\mu_m=45$ GPa;
- conduction-band deformation potentials $a_c=-5$ eV in the dot and $-7$ eV in the matrix.

**Conventions.** The displacement $\mathbf u$ is measured from the undisturbed matrix lattice, and its symmetrized gradient is the total strain. The elastic strain $e_{ij}$, which produces stress and shifts bands, is measured from each material's own free lattice. It equals the total strain in the matrix, and the total strain minus $\varepsilon_0\delta_{ij}$ in the dot. Tensile strain and stress are positive.

## First estimate by scaling

Let the dot end up larger than its original hole by a fraction $A$. The dot is then compressed by $\varepsilon_0-A$ along each axis, while the surrounding matrix is strained by an amount of order $A$. Elasticity contains no length of its own, so the strained part of the matrix has a volume of order $R^3$, like the dot. The dot resists a change of volume, with modulus $K_d$. Suppose that the matrix responds mainly by shear, with modulus $\mu_m$. Dropping all numerical factors,

$$W\sim R^3\left[K_d(\varepsilon_0-A)^2+\mu_mA^2\right].$$

Setting $dW/dA=0$ gives $K_d(\varepsilon_0-A)=\mu_mA$, so

$$A\sim\frac{K_d}{K_d+\mu_m}\,\varepsilon_0=\frac{60}{105}\times0.07=0.04 .$$

The elastic strain in the dot is then about $0.04-0.07=-0.03$ per axis, and its trace about $-0.09$. If the band edge follows the relative volume change with coefficient $a_c$, it moves by $(-5\ \text{eV})(-0.09)=0.45$ eV. The radius has dropped out. The estimate leaves open the numerical factors, the form of the outer field and the role of shear in the band shift.

## Exact solution of the linear model

**Radial equilibrium.** By symmetry $\mathbf u=u(r)\mathbf n$, where $\mathbf n$ is the radial unit vector. The total strains are $u'$ along $\mathbf n$ and $u/r$ in each of the two tangential directions, with trace

$$\Theta=u'+\frac{2u}{r}.$$

With $\lambda=K-2\mu/3$, the stresses are $\sigma_{rr}=\lambda\Theta+2\mu u'$ and $\sigma_{\theta\theta}=\lambda\Theta+2\mu u/r$. In the dot, both contain the additional constant $-3K_d\varepsilon_0$, which drops out of the equilibrium condition

$$\sigma_{rr}'+\frac{2}{r}(\sigma_{rr}-\sigma_{\theta\theta})=0 .$$

Inserting the stresses gives

$$\lambda\Theta'+2\mu\left(u''+\frac{2u'}{r}-\frac{2u}{r^2}\right)=0 .$$

The bracket is $\Theta'$, so $(\lambda+2\mu)\Theta'=0$ and $\Theta$ is constant within each material. Call the constant $3B$. Since $\Theta=(r^2u)'/r^2$, one integration gives $r^2u=Br^3+C$, or

$$u=Br+\frac{C}{r^2}.$$

**Boundary conditions.** The displacement must be finite at the centre, so $C=0$ in the dot and $u=Ar$ there. It must vanish far away, so $B=0$ in the infinite matrix. Continuity at $R$ then requires $C=AR^3$, and outside

$$u=\frac{AR^3}{r^2},\qquad e_{rr}=-2A\frac{R^3}{r^3},\qquad e_{\theta\theta}=e_{\phi\phi}=A\frac{R^3}{r^3}.$$

In tensor form,

$$e_{ij}=A\left(\frac Rr\right)^3(\delta_{ij}-3n_in_j),\qquad e_{rr}+e_{\theta\theta}+e_{\phi\phi}=0 .$$

This is the sense in which the outer strain is pure shear: it is traceless at every point. The matrix moves outward, but the volume swept through a spherical surface, $4\pi r^2u=4\pi AR^3$, is the same at every radius. No shell of matrix changes its volume to first order.

**Balance at the interface.** The elastic strain in the dot is $(A-\varepsilon_0)\delta_{ij}$. Its normal stress is $(3\lambda_d+2\mu_d)(A-\varepsilon_0)=3K_d(A-\varepsilon_0)$. Just outside, the trace vanishes, so $\sigma_{rr}=2\mu_me_{rr}=-4\mu_mA$. Equality of the two gives

$$3K_d(A-\varepsilon_0)=-4\mu_mA
\quad\Longrightarrow\quad
A=\frac{3K_d}{3K_d+4\mu_m}\,\varepsilon_0 .$$

Subtracting $\varepsilon_0$ gives the uniform elastic strain in the dot,

$$e_{ij}=-\frac{4\mu_m}{3K_d+4\mu_m}\,\varepsilon_0\,\delta_{ij}.$$

The dot's shear modulus is absent because the dot is not sheared. The bulk modulus of the matrix is absent because the infinite matrix is not dilated. For $\mu_m\to0$ the dot relaxes completely; for $\mu_m\to\infty$ it is forced into its original hole and $e_{ij}\to-\varepsilon_0\delta_{ij}$.

**Conduction edge.** Apart from spin, the $\Gamma$ conduction edge is nondegenerate. Its spin-independent linear shift is therefore a scalar, $\Delta E_c=D_{ij}e_{ij}$, with a symmetric tensor $D_{ij}$ that respects the crystal symmetry. A half-turn about one cubic axis reverses the sign of two of the three off-diagonal elements, and each element is reversed by some such half-turn, so all three vanish. A threefold rotation about a cube diagonal interchanges the axes, so the diagonal elements are equal. Thus $D_{ij}=a_c\delta_{ij}$ and

$$\Delta E_c=a_c\,\mathrm{Tr}\,e=
\begin{cases}
-\dfrac{12\,a_c\,\mu_m}{3K_d+4\mu_m}\,\varepsilon_0,&r<R,\\[2mm]
0,&r>R.
\end{cases}$$

The zero outside holds to first order in strain for an elastically isotropic, non-piezoelectric matrix, and for the $\Gamma$ level only. In real GaAs two further terms are also first order in strain. Cubic elastic anisotropy gives a nonzero trace outside, worth a few tens of meV. The piezoelectric potential of the shear field grows in proportion to $R$ and reaches about 0.1 V along $\langle111\rangle$ for $R=5$ nm and $e_{14}\approx0.16$ C/m$^2$. The shear also splits the X and L valleys of the matrix; with uniaxial deformation potentials of typical size (about 9 and 14 eV), a linear estimate puts some of them below $\Gamma$ close to the interface. The local use of $a_c$ also assumes a strain that varies little over a lattice cell, which is doubtful in the atomic layers next to the interface.

**Numbers.** Here $3K_d=180$ GPa and $4\mu_m=180$ GPa happen to be equal, so the misfit is shared equally:

$$A=\frac{180}{360}\times0.07=0.035,\qquad e_{xx}=e_{yy}=e_{zz}=-0.035 .$$

The interface moves outward by $AR=0.175$ nm, and the pressure in the dot is $4\mu_mA=6.3$ GPa. At the interface the matrix strains are $-0.070$ radially and $+0.035$ tangentially; at $r=2R$ they are eight times smaller, $-0.00875$ and $+0.004375$. The trace in the dot is $-0.105$, and

$$\Delta E_c=(-5\ \text{eV})(-0.105)=0.525\ \text{eV}=8.41\times10^{-20}\ \text{J}.$$

Compression raises the dot's conduction edge because $a_c<0$. This shift is to be added to the unstrained band offset. It is not the shift of a confined electron level.

## Comparison of estimate and solution

The scaling estimate, 0.45 eV, lies about 14% below the linear-model result of 0.525 eV. The missing factors can be found from the energy. With $V=4\pi R^3/3$, the dot stores

$$W_d=\tfrac12K_d\,[3(A-\varepsilon_0)]^2\,V=\tfrac92K_d(\varepsilon_0-A)^2V .$$

In the matrix the trace is zero, so the energy density is $\mu_me_{ij}e_{ij}=\mu_mA^2(4+1+1)(R/r)^6$. Hence

$$W_m=6\mu_mA^2\int_R^\infty4\pi r^2\frac{R^6}{r^6}\,dr
=6\mu_mA^2\,\frac{4\pi R^3}{3}=6\mu_mA^2V .$$

Minimizing $W_d+W_m$ gives $9K_d(\varepsilon_0-A)=12\mu_mA$, the same balance as before. Relative to the bulk term, the estimate gave the shear term too little weight by a factor $12/9=4/3$. It therefore let the dot expand too far, to $A=0.04$ instead of 0.035. The assumption that the matrix responds by shear is confirmed for an infinite matrix.

## A second case: equal moduli and other shapes

Let both materials have the matrix moduli, with Poisson ratio $\nu$. From $3K=2\mu(1+\nu)/(1-2\nu)$,

$$3K+4\mu=2\mu\,\frac{(1+\nu)+2(1-2\nu)}{1-2\nu}=\frac{6\mu(1-\nu)}{1-2\nu},$$

and therefore

$$A=\frac{1+\nu}{3(1-\nu)}\,\varepsilon_0,\qquad
\mathrm{Tr}\,e=3(A-\varepsilon_0)=-\frac{2(1-2\nu)}{1-\nu}\,\varepsilon_0 .$$

This trace does not depend on the dot being a sphere. Let $\chi=1$ inside a dot of any shape and zero outside. The stress is $\sigma_{ij}=\lambda\delta_{ij}\nabla\!\cdot\mathbf u+\mu(\partial_iu_j+\partial_ju_i)-3K\varepsilon_0\chi\delta_{ij}$. Try $\mathbf u=\nabla\varphi$. Then $\partial_j\sigma_{ij}=0$ becomes

$$\partial_i\left[(\lambda+2\mu)\nabla^2\varphi-3K\varepsilon_0\chi\right]=0 .$$

The bracket is constant, and it is zero because the strain vanishes far away. Since $\lambda+2\mu=(3K+4\mu)/3$,

$$\nabla\!\cdot\mathbf u=\nabla^2\varphi=\frac{9K}{3K+4\mu}\,\varepsilon_0\chi=3A\chi .$$

The decaying solution of this Poisson equation supplies the displacement. The total trace is $3A$ everywhere inside and zero outside, whatever the shape.

A wide coherent film gives the same value by a separate argument. Its in-plane elastic strains are $-\varepsilon_0$. Zero normal stress requires $(\lambda+2\mu)e_{zz}=2\lambda\varepsilon_0$, and $\lambda/(\lambda+2\mu)=\nu/(1-\nu)$, so

$$\mathrm{Tr}\,e=-2\varepsilon_0+\frac{2\nu}{1-\nu}\varepsilon_0=-\frac{2(1-2\nu)}{1-\nu}\,\varepsilon_0 .$$

For $\nu=0.25$ the trace is $-0.0933$ and the edge shift 0.467 eV. This is smaller than 0.525 eV because the dot has been made stiffer, with 75 instead of 60 GPa, and is compressed less. Direct integration of the point-force solution over the surfaces of an ellipsoid with axis ratio $1:1:0.4$ and of a cube gives the same trace, $-0.0933$.

The individual strains do depend on shape. At the centre of the ellipsoid $e_{xx}=-0.0460$ but $e_{zz}=-0.0014$, and the cube also contains shear at the off-centre point examined. For equal isotropic moduli, the first-order conduction edge cannot distinguish these dots from the sphere, although their strain states differ. This does not carry over to unequal moduli or to cubic crystals. A film with $K_d=60$ and $\mu_d=30$ GPa has trace $-12\mu_d\varepsilon_0/(3K_d+4\mu_d)=-0.084$ and shift 0.42 eV, against 0.525 eV for the sphere. With cubic constants $C_{11},C_{12},C_{44}=118.8,\,53.8,\,59.4$ GPa in both materials, a sphere gives 0.47 eV but a (001) film 0.38 eV.

## Where the result changes

**Finite matrix.** Let the matrix end at a free concentric surface of radius $L$. The term $Br$ is now allowed outside, where $u=Br+cR^3/r^2$ and $\sigma_{rr}=3K_mB-4\mu_mcR^3/r^3$. With $f=(R/L)^3$ and $g=4\mu_m/(3K_m)$, zero traction at $L$ gives $B=gfc$. Continuity of displacement gives $A=B+c=c(1+gf)$. The radial stress just outside the dot is $3K_mB-4\mu_mc=-4\mu_mc(1-f)$, so the balance at $R$ reads

$$3K_d[c(1+gf)-\varepsilon_0]=-4\mu_mc(1-f),$$

$$c=\frac{3K_d\,\varepsilon_0}{3K_d(1+gf)+4\mu_m(1-f)} .$$

The matrix now has the uniform trace $3B=3gfc$. The infinite-matrix field would leave a compressive traction at $L$; removing it lets the whole body expand slightly. For $L=10R$, $f=0.001$ and $g=0.8$, so the matrix trace is $8.4\times10^{-5}$ and the matrix edge shifts by $-0.59$ meV. The strain in the dot changes from $-0.035000$ to $-0.034968$. Numerical minimization of the elastic energy gives $-0.034969$ for both $\mu_d=20$ and 60 GPa, in agreement with the absence of $\mu_d$ from the formula.

**Large misfit.** A misfit of 7% strains the linear theory. With the same $A$, the dot's length relative to its own free lattice changes by

$$\frac{1+A}{1+\varepsilon_0}-1=\frac{1.035}{1.070}-1=-0.0327,$$

not by $-0.035$. Three times this strain gives an edge shift of 0.491 eV, while the full relative volume change, $-0.0950$, gives 0.475 eV. These definitions agree to first order in $\varepsilon_0$. Their spread of 0.05 eV, about 10% of the linear result, shows an ambiguity that linear theory cannot settle; it is not a bound on the error. The dot also stiffens under a pressure of 6 GPa. A finite-strain equilibrium with $dK_d/dP\approx4.8$ and the shift taken as $a_c\ln(V/V_0)$, with $V/V_0$ the ratio of strained to free dot volume, gives $A\approx0.039$ and 0.43 to 0.44 eV, below this spread. With these rough inputs the shift is therefore 0.4 to 0.5 eV, and the further digits of the linear result serve only to check the algebra.

Cubic elastic anisotropy, piezoelectric fields, nonlinear elasticity and intermixing at the interface are left out. Anisotropy in particular removes the spherical symmetry on which the purely radial displacement rests. Coherence itself is an assumption: an energy estimate for a prismatic dislocation loop around the dot puts the equilibrium critical radius near 1 to 2 nm at this misfit, so a coherent pure-InAs sphere of 5 nm radius would be at best metastable. The numerical output below lists the values for the infinite and finite matrix, for equal moduli and for the different measures of strain.

## Computed results

```
misfit eps0 = 0.070
K_dot, K_matrix, mu_matrix = 60, 75, 45 GPa
a_c dot, matrix = -5.0, -7.0 eV
dot radius R = 5.0 nm
A (total strain in dot) = 0.03500
interface displacement A*R = 0.1750 nm
elastic strain in dot, each axis = -0.03500
elastic trace in dot = -0.10500
pressure in dot = 6.300 GPa
outside r/R=1.0: e_rr = -0.070000, e_tt = 0.035000
outside r/R=1.5: e_rr = -0.020741, e_tt = 0.010370
outside r/R=2.0: e_rr = -0.008750, e_tt = 0.004375
outside r/R=3.0: e_rr = -0.002593, e_tt = 0.001296
conduction-edge shift in dot = 0.5250 eV
same shift = 8.4114e-20 J
-- equal moduli (matrix values in both) --
Poisson ratio = 0.2500
A = 0.038889, elastic trace = -0.093333
conduction-edge shift = 0.4667 eV
film: e_parallel = -0.07000, e_normal = 0.04667
film elastic trace = -0.093333
ellipsoid 1:1:0.4 centre, trace by integral = -0.093333
ellipsoid e_xx, e_zz = -0.04598, -0.00138
cube off-centre, trace by integral = -0.093333
cube off-centre, norm of traceless strain = 0.005840
-- finite matrix, free outer surface, unequal moduli --
L/R = 10, f = 0.0010, g = 0.8000
elastic strain in dot, formula = -0.034968
energy minimum, mu_dot=20 GPa: -0.034969
energy minimum, mu_dot=60 GPa: -0.034969
energy minimum, L/R=100: -0.035000
trace in matrix, formula = 8.4008e-05
trace in matrix, energy minimum = 8.4010e-05
matrix conduction-edge shift = -0.5881 meV
-- finite-stretch comparison, same A --
strain per axis from own lattice = -0.03271
three times that strain = -0.09813
relative volume change = -0.09496
shift from 3*strain = 0.4907 eV
shift from volume change = 0.4748 eV
```
